# Zero-temperature polarizability of a rigid polar rotor, with water in low-k pores: verification in Python

```python
"""
Result under test: a rigid linear rotor, H = B L^2 - mu F cos(theta), has the
static polarizability mu^2/(3 B) at T = 0 and mu^2/(3 B Z) at temperature T,
while the classical rotor has mu^2/(3 k T), which diverges as T -> 0.
Symbols: B rotor constant (energy), mu dipole, F field, Z rotor partition sum,
w = mu F / B reduced field, t = k T / B reduced temperature,
v = V / B reduced pinning energy for a potential -V cos(theta).
The example is sparse water in the pores of a low-k film (rough inputs).
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import lpmv


def cos_element(j, m):
    """Matrix element of cos(theta) between (j, m) and (j+1, m)."""
    return np.sqrt(((j + 1.0)**2 - m**2) / ((2*j + 1.0) * (2*j + 3.0)))


def orientation(w, t, jmax=40):
    """Thermal mean of cos(theta) for L^2 - w cos(theta), by diagonalization."""
    energies, cosines, copies = [], [], []
    for m in range(jmax + 1):
        j = np.arange(m, jmax + 1)
        link = cos_element(j[:-1], m)
        cosine = np.diag(link, 1) + np.diag(link, -1)
        e, u = np.linalg.eigh(np.diag(j * (j + 1.0)) - w * cosine)
        energies.append(e)
        cosines.append(np.sum(u * (cosine @ u), axis=0))
        copies.append(np.full(len(e), 1.0 if m == 0 else 2.0))
    e, c, g = map(np.concatenate, (energies, cosines, copies))
    p = g * np.exp(-(e - e.min()) / t)
    return np.sum(p * c) / np.sum(p)


def partition_sum(t):
    j = np.arange(400)
    return np.sum((2*j + 1) * np.exp(-j * (j + 1.0) / t))


def pinned_response(v, t):
    """Response in units mu^2/B, averaged over the pinning direction."""
    dv = 1e-3 * v
    slope = (orientation(v + dv, t) - orientation(v - dv, t)) / (2 * dv)
    return (2 * orientation(v, t) / v + slope) / 3


COLD = 0.05  # reduced temperature at which only the ground state is occupied

# --- Classical rotor: phase-space average, momentum integral done on a grid
nodes, weights = np.polynomial.legendre.leggauss(60)
theta = 0.5 * np.pi * (nodes + 1)
p_phi = np.linspace(-8, 8, 8001)


def classical_orientation(w, t):
    momentum = np.exp(-p_phi[None, :]**2 / (np.sin(theta)[:, None]**2 * t))
    density = weights * momentum.sum(axis=1) * np.exp(w * np.cos(theta) / t)
    return np.sum(density * np.cos(theta)) / np.sum(density)


for t in (1.0, 0.1):
    response = classical_orientation(1e-3, t) / 1e-3
    # narrow momentum peaks near the poles limit the quadrature
    assert abs(response * 3 * t - 1) < 1e-3
langevin = 1 / np.tanh(100.0) - 1 / 100.0
assert abs(classical_orientation(1.0, 0.01) - langevin) < 1e-3

# --- Quantum ground state on a grid in x = cos(theta), no harmonics used
cells = 600
h = 2.0 / cells
x = -1 + h * (np.arange(cells) + 0.5)
edge = (1 - (-1 + h * np.arange(cells + 1))**2) / h**2
w = 0.05
e0, u0 = eigh_tridiagonal(edge[:-1] + edge[1:] - w * x, -edge[1:-1],
                          select='i', select_range=(0, 0))
u = u0[:, 0] / np.mean(u0[:, 0])
grid_response = np.sum(u**2 * x) / np.sum(u**2) / w
assert abs(grid_response - (1/3 - 11 * w**2 / 270)) < 1e-5
assert abs(e0[0] - (-w**2 / 6 + 11 * w**4 / 1080)) < 1e-8
assert np.max(np.abs(u - (1 + w * x / 2))) < 0.1 * w**2
w = 0.2
assert abs(orientation(w, COLD) - (w/3 - 11 * w**3 / 270)) < 1e-5

# --- Matrix elements by integration over the sphere
jtop = 10
labels = [(j, m) for j in range(jtop + 1) for m in range(-j, j + 1)]
xs, ws = np.polynomial.legendre.leggauss(24)
phis = 2 * np.pi * np.arange(48) / 48
X, PHI = np.meshgrid(xs, phis, indexing='ij')
area = (ws[:, None] * np.full(48, 2 * np.pi / 48)[None, :]).ravel()
basis = []
for j, m in labels:
    k = abs(m)
    norm = np.sqrt((2*j + 1) / (4*np.pi) * factorial(j - k) / factorial(j + k))
    basis.append((norm * lpmv(k, j, X) * np.exp(1j * m * PHI)).ravel())
basis = np.array(basis)
along = (basis.conj() * (area * X.ravel())) @ basis.T
sideways = np.sqrt(1 - X**2) * np.cos(PHI)
across = (basis.conj() * (area * sideways.ravel())) @ basis.T
index = {label: i for i, label in enumerate(labels)}
for j in range(jtop):
    total = 0.0
    for m in range(-j, j + 1):
        element = along[index[(j + 1, m)], index[(j, m)]]
        assert abs(element - cos_element(j, m)) < 1e-10
        total += abs(element)**2
    assert abs(total - (j + 1) / 3) < 1e-10
    level = [index[(j, m)] for m in range(-j, j + 1)]
    assert np.max(np.abs(along[np.ix_(level, level)])) < 1e-10

# --- M-summed response of each level, from the integrated elements
level_energy = np.array([j * (j + 1.0) for j, m in labels])
for j in range(jtop):
    summed = 0.0
    for m in range(-j, j + 1):
        i = index[(j, m)]
        other = level_energy != level_energy[i]
        gap = level_energy[other] - level_energy[i]
        summed += 2 * np.sum(np.abs(along[other, i])**2 / gap)
    assert abs(summed - (1/3 if j == 0 else 0.0)) < 1e-10

# --- Finite temperature: finite-field diagonalization against the formula
for t in (0.3, 1.0, 5.0):
    response = orientation(1e-3, t) / 1e-3
    assert abs(response * 3 * partition_sum(t) - 1) < 1e-5
t = 50.0
assert abs(t / partition_sum(t) - (1 - 1 / (3*t))) < 3e-5

# --- Pinned rotor: transverse response from a tilted field in the full basis
v, t, f = 5.0, 2.0, 1e-3
e, U = np.linalg.eigh(np.diag(level_energy) - v * along - f * across)
p = np.exp(-(e - e[0]) / t)
mean_across = np.sum(p * np.real(np.sum(U.conj() * (across @ U), axis=0)))
transverse = mean_across / np.sum(p) / f
assert abs(transverse - orientation(v, t) / v) < 1e-6

# --- Example inputs: rough typical values for water in a porous low-k film
dipole_D = 1.9
bond_nm, angle_deg = 0.096, 104.5
mass_H, mass_O = 1.008, 15.999
density_nm3 = 0.1
pinning_meV = 200.0
field_MVcm = 1.0
electronic_nm3 = 0.0015

meV = 1e-3 * const.e
dipole = dipole_D * 1e-21 / const.c
coulomb = 4 * np.pi * const.epsilon_0

# body axes: a along H-H, b along the bisector (dipole), c normal to the plane
half = np.radians(angle_deg / 2)
atoms = bond_nm * 1e-9 * np.array([[0, 0, 0],
                                   [np.sin(half), np.cos(half), 0],
                                   [-np.sin(half), np.cos(half), 0]])
masses = const.atomic_mass * np.array([mass_O, mass_H, mass_H])
atoms = atoms - masses @ atoms / masses.sum()
inertia = np.array([np.sum(masses * (np.sum(atoms**2, axis=1) - atoms[:, k]**2))
                    for k in range(3)])
A, Bb, C = const.hbar**2 / (2 * inertia) / meV
assert A > Bb > C
B = (A + C) / 2

# --- Asymmetric top: act with A Ja^2 + Bb Jb^2 + C Jc^2 by small rotations
body = Rotation.from_euler('zyz', [0.4, 1.1, 2.3]).as_matrix()


def top_energy(function):
    s, result = 1e-3, 0.0
    for constant, axis in zip((A, Bb, C), np.eye(3)):
        plus = function(body @ Rotation.from_rotvec(s * axis).as_matrix())
        minus = function(body @ Rotation.from_rotvec(-s * axis).as_matrix())
        result -= constant * (plus + minus - 2 * function(body)) / s**2
    return result / function(body)


def even_part(R):
    return R[0, 0] * R[2, 1] + R[2, 0] * R[0, 1]


def odd_part(R):
    return R[0, 0] * R[2, 1] - R[2, 0] * R[0, 1]


assert abs(top_energy(lambda R: R[2, 1]) - (A + C)) < 1e-4
assert abs(top_energy(lambda R: R[2, 0]) - (Bb + C)) < 1e-4
assert abs(top_energy(even_part) - (A + Bb + 4 * C)) < 1e-4
assert abs(top_energy(odd_part) - (A + Bb)) < 1e-4
product = np.outer(body[:, 0], body[:, 1])
for sign in (1, -1):
    assert abs(np.sum(((product + sign * product.T) / 2)**2) - 0.5) < 1e-12
ortho_ratio = (A + C) / 2 * (1 / (A - C) + 1 / (A + 3 * C))

# --- Example results
unit_nm3 = dipole**2 / (B * meV) / coulomb * 1e27  # mu^2/B as a volume
alpha0 = unit_nm3 / 3
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
dk0 = 4 * np.pi * density_nm3 * alpha0


def reduced_temperature(kelvin):
    return const.k * kelvin / (B * meV)


print(f"dipole (rough input): {dipole_D:.2f} D")
print(f"O-H length (rough input): {bond_nm:.3f} nm")
print(f"H-O-H angle (rough input): {angle_deg:.1f} deg")
print(f"rotational constant A: {A:.3f} meV")
print(f"rotational constant B_b, dipole axis: {Bb:.3f} meV")
print(f"rotational constant C: {C:.3f} meV")
print(f"effective rotor constant B=(A+C)/2: {B:.3f} meV")
print(f"gap 2B: {2*B:.3f} meV")
print(f"gap 2B/k: {2*B*meV/const.k:.1f} K")
print(f"alpha(0)/(4 pi eps0): {alpha0:.4f} nm^3")
print(f"alpha(0) in atomic units: {alpha0/bohr_nm**3:.0f} a.u.")
print(f"water density (rough input): {density_nm3:.2f} nm^-3")
print(f"dilute permittivity change, T=0: {dk0:.4f} (no unit)")
for kelvin in (4, 20, 77, 300):
    t = reduced_temperature(kelvin)
    Z = partition_sum(t)
    print(f"T={kelvin} K: Z={Z:.4f}, rotor {alpha0/Z:.5f} nm^3, "
          f"Curie {unit_nm3/(3*t):.5f} nm^3")
t300 = reduced_temperature(300)
alpha300 = alpha0 / partition_sum(t300)
print(f"kT at 300 K: {t300*B:.2f} meV")
print(f"dilute permittivity change, 300 K: "
      f"{4*np.pi*density_nm3*alpha300:.4f} (no unit)")

v = pinning_meV / B
pinned0 = pinned_response(v, COLD)
pinned300 = pinned_response(v, t300)
stiff = 2 / (3 * v)
# zero-point swing lowers the stiff-limit value by a fraction below 1/sqrt(2v)
assert abs(pinned0 / stiff - 1) < 1 / np.sqrt(2 * v)
print(f"pinning energy V (rough input): {pinning_meV:.0f} meV")
print(f"pinned alpha, T=0: {pinned0*unit_nm3:.5f} nm^3")
print(f"stiff limit 2 mu^2/(3V): {stiff*unit_nm3:.5f} nm^3")
print(f"pinned alpha, 300 K: {pinned300*unit_nm3:.5f} nm^3")
print(f"pinned/free alpha, T=0: {3*pinned0:.4f} (no unit)")
print(f"pinned/free alpha, 300 K: {pinned300*unit_nm3/alpha300:.3f} (no unit)")

coupling = dipole * field_MVcm * 1e8 / meV
w = coupling / B
exact0 = orientation(w, COLD)
w10 = brentq(lambda q: 3 * orientation(q, COLD) / q - 0.9, 0.1, 3.0)
print(f"field (rough input): {field_MVcm:.1f} MV/cm")
print(f"mu F: {coupling:.3f} meV")
print(f"mu F/B: {w:.3f} (no unit)")
print(f"mean cos, linear law, T=0: {w/3:.4f} (no unit)")
print(f"mean cos, diagonalized, T=0: {exact0:.4f} (no unit)")
print(f"field where response is 10% low, T=0: {w10/w*field_MVcm:.3f} MV/cm")
ratio300 = orientation(w, t300) / w * 3 * partition_sum(t300)
print(f"actual/linear response at this field, 300 K: {ratio300:.4f} (no unit)")

distance = density_nm3**(-1/3)
pair = dipole**2 / (coulomb * (distance * 1e-9)**3) / meV
print(f"electronic alpha (rough input): {electronic_nm3:.4f} nm^3")
print(f"electronic/alpha(0): {electronic_nm3/alpha0:.4f} (no unit)")
print(f"electronic/free alpha at 300 K: {electronic_nm3/alpha300:.3f} (no unit)")
print(f"permittivity change with Lorentz field, T=0: "
      f"{dk0/(1-dk0/3):.4f} (no unit)")
print(f"mean molecular spacing: {distance:.2f} nm")
print(f"dipole-dipole energy at that spacing: {pair:.3f} meV")
print(f"ortho/para alpha, lowest levels: {ortho_ratio:.3f} (no unit)")
print(f"frozen 3:1 mixture/para alpha: {(1+3*ortho_ratio)/4:.3f} (no unit)")
print("no test failed")
```

It prints:

```
dipole (rough input): 1.90 D
O-H length (rough input): 0.096 nm
H-O-H angle (rough input): 104.5 deg
rotational constant A: 3.380 meV
rotational constant B_b, dipole axis: 1.799 meV
rotational constant C: 1.174 meV
effective rotor constant B=(A+C)/2: 2.277 meV
gap 2B: 4.554 meV
gap 2B/k: 52.8 K
alpha(0)/(4 pi eps0): 0.3299 nm^3
alpha(0) in atomic units: 2226 a.u.
water density (rough input): 0.10 nm^-3
dilute permittivity change, T=0: 0.4145 (no unit)
T=4 K: Z=1.0000, rotor 0.32986 nm^3, Curie 2.17893 nm^3
T=20 K: Z=1.2154, rotor 0.27140 nm^3, Curie 0.43579 nm^3
T=77 K: Z=3.2721, rotor 0.10081 nm^3, Curie 0.11319 nm^3
T=300 K: Z=11.6935, rotor 0.02821 nm^3, Curie 0.02905 nm^3
kT at 300 K: 25.85 meV
dilute permittivity change, 300 K: 0.0354 (no unit)
pinning energy V (rough input): 200 meV
pinned alpha, T=0: 0.00709 nm^3
stiff limit 2 mu^2/(3V): 0.00751 nm^3
pinned alpha, 300 K: 0.00692 nm^3
pinned/free alpha, T=0: 0.0215 (no unit)
pinned/free alpha, 300 K: 0.245 (no unit)
field (rough input): 1.0 MV/cm
mu F: 3.956 meV
mu F/B: 1.737 (no unit)
mean cos, linear law, T=0: 0.5791 (no unit)
mean cos, diagonalized, T=0: 0.4438 (no unit)
field where response is 10% low, T=0: 0.569 MV/cm
actual/linear response at this field, 300 K: 0.9985 (no unit)
electronic alpha (rough input): 0.0015 nm^3
electronic/alpha(0): 0.0045 (no unit)
electronic/free alpha at 300 K: 0.053 (no unit)
permittivity change with Lorentz field, T=0: 0.4810 (no unit)
mean molecular spacing: 2.15 nm
dipole-dipole energy at that spacing: 0.225 meV
ortho/para alpha, lowest levels: 1.362 (no unit)
frozen 3:1 mixture/para alpha: 1.272 (no unit)
no test failed
```
